\section*{Spin Precession and Image Rotation in a Round Magnetic Electron Lens}

\section{Definitions and conventions}

A static, round, purely magnetic lens has its axis along $z$ and the field $B(z)$ on the axis. An electron has charge $-e$, mass $m$, speed $v$, Lorentz factor $\gamma$ and momentum $p=\gamma mv$. A prime means $d/dz$. Angles are positive when right-handed about $+z$. The $g$ factor is taken positive, $g=2(1+a)$, where $a\approx0.00116$ is the anomaly.

Two angles are compared between an object plane $z_o$ and its image plane $z_i$. The image rotation $\theta$ is the turn of the image relative to the object, not counting the $180^\circ$ inversion of a real image. The spin rotation $\chi$ is the turn of the transverse part of the spin of an electron on the axis. Spin here means the vector $\mathbf s$ measured in the electron's rest frame, reached from the laboratory by a boost without rotation. The result to be derived is
\begin{equation}
\theta=\frac{e}{2p}\int_{z_o}^{z_i}\!B\,dz,\qquad
\chi=\frac{ge}{2p}\int_{z_o}^{z_i}\!B\,dz,\qquad \frac{\chi}{\theta}=g .
\label{main}
\end{equation}
Each angle depends on the beam energy through $p$; the ratio does not.

\section{Rotation of the image}

Image rotation is a property of rays near the axis, so terms of first order in $x$, $y$ and the slopes are kept. The radial field follows from $\nabla\cdot\mathbf B=0$:
\begin{equation}
\frac1r\frac{\partial(rB_r)}{\partial r}=-B'
\quad\Rightarrow\quad B_r=-\tfrac12 rB',
\end{equation}
so $B_x=-xB'/2$ and $B_y=-yB'/2$. A magnetic force does no work, hence $\gamma$ is constant, and to this order $dz=v\,dt$. The equation $d(\gamma m\mathbf v)/dt=-e\,\mathbf v\times\mathbf B$ becomes
\begin{align}
x''&=-\frac ep\,(y'B-B_y)=-\frac ep\left(By'+\tfrac12B'y\right),\\
y''&=-\frac ep\,(B_x-x'B)=+\frac ep\left(Bx'+\tfrac12B'x\right).
\end{align}
With $u=x+iy$ the two combine into
\begin{equation}
u''=\frac{ie}{p}\left(Bu'+\tfrac12B'u\right).
\label{ray}
\end{equation}
Now go to a frame that turns along the axis: $u=we^{i\theta}$, with $\theta'=eB/2p$ and $\theta(z_o)=0$. Then
\begin{align}
u'&=(w'+i\theta'w)e^{i\theta},\\
u''&=(w''+2i\theta'w'+i\theta''w-\theta'^2w)e^{i\theta}.
\end{align}
Since $eB/p=2\theta'$ and $eB'/p=2\theta''$, the right side of (\ref{ray}) is $(2i\theta'w'-2\theta'^2w+i\theta''w)e^{i\theta}$. The imaginary coefficients cancel and leave
\begin{equation}
w''=-\theta'^2w .
\label{real}
\end{equation}
This equation has real coefficients. Let $G$ and $h$ be its real solutions with $G=1$, $G'=0$ and $h=0$, $h'=1$ at $z_o$. Every ray is $w=w_oG+w_o'h$. At the next zero of $h$, all rays from one object point meet, whatever their slopes: this is the image plane. The Wronskian $Gh'-hG'$ keeps its initial value 1, so $G(z_i)=1/h'(z_i)$. At this zero $h$ is falling, so $G(z_i)=-M$ with $M>0$, and
\begin{equation}
u_i=-M\,e^{i\theta}u_o .
\end{equation}
The minus sign is the inversion and $\theta$ is the image rotation of (\ref{main}). Slopes of rays from the axial point are magnified by $1/M$.

\section{The spin equation}

In this section $c=1$ and the charge is $q$. The four-velocity is $(\gamma,\mathbf U)$ with $\mathbf U=\gamma\mathbf v$. The spin four-vector $(S^0,\mathbf S)$ equals $(0,\mathbf s)$ in the rest frame, so in every frame
\begin{equation}
S^0\gamma-\mathbf S\cdot\mathbf U=0 .
\label{constraint}
\end{equation}
The magnetic moment is $(gq/2m)\mathbf s$. In the inertial frame in which the electron is momentarily at rest, its torque law is $d\mathbf S/d\tau=(gq/2m)\,\mathbf S\times\mathbf B$, with $\tau$ the proper time. The field tensor acting on the spin gives a four-vector whose space part in that frame is $\mathbf S\times\mathbf B$. The law therefore fixes $dS/d\tau$ up to a time component in the rest frame, that is, up to a multiple $\lambda$ of the four-velocity. In the laboratory, where there is no electric field,
\begin{equation}
\frac{d\mathbf S}{d\tau}=\frac{gq}{2m}\mathbf S\times\mathbf B+\lambda\mathbf U,\qquad
\frac{dS^0}{d\tau}=\lambda\gamma .
\end{equation}
Differentiate (\ref{constraint}), using $d\mathbf U/d\tau=(q/m)\mathbf U\times\mathbf B$, constant $\gamma$, and $\gamma^2-U^2=1$:
\begin{equation}
0=\lambda-\frac{gq}{2m}(\mathbf S\times\mathbf B)\cdot\mathbf U-\frac qm\,\mathbf S\cdot(\mathbf U\times\mathbf B).
\end{equation}
Let $\Lambda=\mathbf S\cdot(\mathbf U\times\mathbf B)$. The first triple product is $-\Lambda$, so $\lambda=-(q/m)(g/2-1)\Lambda=-(q/m)a\Lambda$, and
\begin{equation}
\frac{d\mathbf S}{d\tau}=\frac qm\left[\frac g2\,\mathbf S\times\mathbf B-a\Lambda\mathbf U\right],\qquad
\frac{dS^0}{d\tau}=-\frac qm\,a\gamma\Lambda .
\label{bmt}
\end{equation}
Two approximations enter: the torque contains no field gradients, and the force of the field gradient on the moment is left out of the orbit.

The boost to the rest frame gives $\mathbf s=\mathbf S-\mathbf US^0/(\gamma+1)$. Taking the product with $\mathbf U$ and using (\ref{constraint}) and $U^2=\gamma^2-1$,
\begin{equation}
\mathbf U\cdot\mathbf s=\gamma S^0-(\gamma-1)S^0=S^0 .
\label{s0}
\end{equation}

\section{The electron on the axis}

On the axis $\mathbf U$ is parallel to $\mathbf B$, so $\mathbf U\times\mathbf B=0$ and $\Lambda=0$. The transverse parts of $\mathbf S$ and $\mathbf s$ coincide because $\mathbf U$ has no transverse part. With $q=-e$,
\begin{equation}
\frac{d\mathbf s_\perp}{d\tau}=\frac{ge}{2m}\,\mathbf B\times\mathbf s_\perp .
\end{equation}
This is a right-handed turn about $\mathbf B$ at the rate $geB/2m$ in proper time. Since $d\tau=dt/\gamma=dz/(\gamma v)$,
\begin{equation}
\chi'=\frac{geB}{2\gamma mv}=\frac{geB}{2p}=g\,\theta' ,
\end{equation}
which proves (\ref{main}). The longitudinal spin component stays constant.

The factor $1/\gamma$ has different origins in the two angles. In $\theta$ it comes from the inertia $\gamma m$ of sideways motion; in $\chi$ it comes from time dilation. A field along the motion is the same in both frames, and an electron on the axis is not accelerated, so no further relativistic factor appears. Without time dilation the ratio would be $g\gamma$, which is 2.394 at 100 keV.

\section{Why the ratio is near two}

Take a uniform field. Equation (\ref{ray}) with $B'=0$ gives $u'=u_o'e^{2i\theta}$: the transverse velocity turns by $2\theta$, the cyclotron angle. Integrating once more, with $\theta'$ constant,
\begin{equation}
u-u_o=u_o'\,\frac{e^{2i\theta}-1}{2i\theta'}=u_o'\,e^{i\theta}\,\frac{\sin\theta}{\theta'} .
\end{equation}
The displacement is the chord of a circular arc, and its direction turns by half the angle of the tangent. The image follows the chord. The spin follows the tangent when $g=2$ and gains a small extra angle $2a\theta$ for the real electron. This picture belongs to the uniform field. In a lens the radial field also turns the transverse velocity, so the spin no longer follows it, although $\chi=g\theta$ still holds.

In this field the rays meet again at $\theta=\pi$, where $G=\cos\theta=-1$. Inversion and rotation by $\pi$ together give an upright image of unit size, as closed circles must. The spin has then turned by $g\pi=2\pi+2\pi a$.

Between fixed planes both integrals in (\ref{main}) are linear in $B$, whereas the focusing in (\ref{real}) depends on $B^2$. Two lenses of opposite field, with $\int B\,dz=0$ between object and image, still focus, but turn neither the image nor the axial spin.

\section{Quantum check}

The classical spin equation can be compared with the Dirac equation in a uniform field. In units $\hbar=m=c=1$, with $\boldsymbol\pi=\mathbf p+e\mathbf A$ and the anomalous moment included,
\begin{equation}
H=\alpha_zp_z+D,\qquad D=K+\mu\,\beta\Sigma_z,\qquad
K=\boldsymbol\alpha_\perp\!\cdot\boldsymbol\pi_\perp+\beta,\qquad \mu=\tfrac12aeB .
\end{equation}
The matrix $\alpha_z$ anticommutes with $\boldsymbol\alpha_\perp$, $\beta$ and $\beta\Sigma_z$, hence with $D$, so $H^2=p_z^2+D^2$. The matrix $\beta\Sigma_z$ commutes with $K$ and has square 1. Further, $K^2=1+\pi_\perp^2+eB\Sigma_z=1+2eBn$, where $n=N+(1+\Sigma_z)/2$ and $N=0,1,\dots$ counts the orbital levels, $\pi_\perp^2=eB(2N+1)$. Therefore
\begin{equation}
E^2=p_z^2+\left(\sqrt{1+2eBn}+\eta\mu\right)^2,\qquad \eta=\pm1 .
\end{equation}
For positive energy and weak field, $\eta$ is the sign of the rest-frame spin along $z$. The level $n=0$ has spin down only, so there $\eta=-1$ alone occurs. To first order in $eB$, with $\gamma^2=1+p_z^2$,
\begin{equation}
E\approx\gamma+\frac{eB}{\gamma}\left(n+\frac{\eta a}2\right).
\end{equation}
Flipping the spin from down to up at $N=0$ takes $n$ from 0 to 1 and $\eta$ from $-1$ to $+1$, which costs $(1+a)eB/\gamma=geB/2\gamma$. Raising $N$ from 0 to 1 with spin down costs $eB/\gamma$, twice the Larmor value. The spin interval divided by half the orbital interval is $g$, to lowest order in the field. Diagonalizing $H$ as a matrix in a weak field ($e\hbar B\ll m^2c^2$) at 30, 100, 300 and 5000 keV gave 2.002319 each time.

A static lens conserves energy, not $p_z$. In a slowly varying field the two spin components then differ in $p_z$ by $\Delta E/v$, where $\Delta E=ge\hbar B/(2\gamma m)$ in ordinary units. Their relative phase is $\int\Delta E\,dz/(\hbar v)$, which is $\chi$.

\section{Off the axis}

Consider a ray from the axial object point with angle $\alpha_o$ and azimuth $\phi$, and a spin that starts along $x$. Rotate the whole system by $180^\circ$ about $z$: ray and transverse spin are both reversed. The spin equation is linear in the spin, so the starting spin may be reversed back. The outcome is that opposite rays give the same final $\mathbf s_\perp$ and opposite $s_z$. The azimuth shift thus begins at second order in the ray angle, while a tilt out of the transverse plane may appear at first order.

The tilt follows simply for $a=0$. Then $S^0$ is constant by (\ref{bmt}), and by (\ref{s0}) so is the spin component along the velocity. At the start it is $\alpha_o\cos\phi$. At the image the slope is $-\alpha_ie^{i(\phi+\theta)}$, with $\alpha_i=\alpha_o/M$, and the transverse spin is $e^{2i\theta}$ to lowest order. Equating the two values,
\begin{equation}
s_z=\alpha_o\cos\phi+\alpha_i\cos(\phi-\theta).
\label{tilt}
\end{equation}
Its amplitude over all $\phi$ is $A=(\alpha_o^2+\alpha_i^2+2\alpha_o\alpha_i\cos\theta)^{1/2}$.

A transverse magnetic deflector acts differently. Let $\hat{\mathbf n}$ be the direction of $\mathbf U\times\mathbf B$, and let the spin lie in the plane of deflection, at angle $\psi$ ahead of the velocity towards $\hat{\mathbf n}$. The velocity turns at $\omega=qB/m$ in proper time. As $\mathbf S$ and $\mathbf s$ differ by a multiple of $\mathbf U$, $\Lambda=UB\sin\psi$. With $S^0=U\cos\psi$, (\ref{bmt}) gives $-U\dot\psi\sin\psi=-a\gamma\omega U\sin\psi$, where the dot is $d/d\tau$. Hence $\dot\psi=a\gamma\omega$: a deflection $\delta$ turns the spin by $(1+a\gamma)\delta$. Here the factor does depend on energy, so the constant ratio $g$ belongs to motion along the field.

\section{Worked example: a 100 keV writer lens}

Take $B=B_0/(1+z^2/L^2)$ with $B_0=100$ mT, $L=10$ mm and the object at $z_o=-200$ mm. At 100 keV, $\gamma=1.1957$ and $p/e=1.1173$ mT\,m. Ray tracing puts the image at $z_i=43.88$ mm with $M=0.2247$. The field integral is
\begin{equation}
B_0L\left[\arctan\frac{z_i}L-\arctan\frac{z_o}L\right]=2.8676\ \text{mT\,m},
\end{equation}
and the angles are
\begin{equation}
\theta=\frac{2.86756}{2\times1.11731}=1.28324\ \text{rad}=73.524^\circ,\qquad
\chi=2.00232\times73.524^\circ=147.22^\circ .
\end{equation}
Rays near the axis, traced with the full Lorentz force, gave an image turned by $73.5241^\circ$, equal to the integral to all printed digits. The spin equation integrated along the axis gave $147.2188^\circ$. The spin angle exceeds twice the image rotation by $0.17^\circ$, the share of the anomaly.

With the lens current and object plane held fixed, the other energies give:
\begin{center}
\begin{tabular}{rrrrr}
Energy (keV) & $z_i$ (mm) & $\theta$ (deg) & $\chi$ (deg) & $\chi/\theta$\\
30 & 12.1 & 116.08 & 232.43 & 2.00232\\
100 & 43.9 & 73.52 & 147.22 & 2.00232\\
300 & 282.2 & 41.68 & 83.46 & 2.00232
\end{tabular}
\end{center}
The angles do not scale as $1/p$ here, because the image plane moves and the field integral changes with it. If instead $B_0$ is raised in proportion to $p$, (\ref{real}) is unchanged, and the image plane, $\theta$ and $\chi$ all stay as they were.

Now let the 100 keV beam have a half-angle $\alpha_i=5$ mrad at the image, so $\alpha_o=0.2247\times5=1.12$ mrad. Then (\ref{tilt}) has the amplitude $A=5.43$ mrad. Among eight equally spaced azimuths it is largest at $\phi=45^\circ$ and at the opposite ray, with 5.19 mrad; tracking these eight rays gave 5.21 mrad. The two differ by 0.02 mrad; (\ref{tilt}) omits $a$ and higher orders in the ray angle. Averaging the spins around the cone cancels the tilts and shortens the mean spin by about $\langle s_z^2\rangle/2=A^2/4=7.4\times10^{-6}$, in agreement with the tracked loss. The largest azimuth shift among the eight rays is 0.078 mrad, a fraction $3\times10^{-5}$ of $\chi$. Doubling the cone angle doubles the tilt and multiplies the azimuth shift by four, as expected for effects of first and second order in the ray angle.

\section{The model beside a real writer}

The field, width and cone angle are chosen for illustration and are not the data of a particular writer. At a half-angle of 5 mrad the spherical aberration of this lens, with a coefficient of about 0.33 m referred to the image, gives a disc of least confusion about 21 nm across. A finer spot needs a smaller angle or a lens with less aberration. A real lens does not have the bell profile, but on the axis another round profile changes $\theta$ and $\chi$ by the same factor. A writer also breaks the assumption of an undeflected beam. A magnetic deflection of 10 mrad turns a spin lying in its plane by 10.014 mrad, small beside $\chi=2.57$ rad. With the object and target planes held fixed, an energy change of 1 eV shifts $\chi$ by 0.014 mrad. The spin's magnetic energy at the peak field is $5.8\times10^{-6}$ eV in the electron's rest frame and $4.8\times10^{-6}$ eV in the laboratory, against a beam energy of $10^5$ eV. The force of the field gradient on the moment shifts the electron at the image by less than $10^{-12}$ m, so the spin can be left out of the orbit. Lens misalignment and the Coulomb fields of the beam are not estimated here.

The turn of the spin does not alter the written pattern: in this model the orbit does not depend on the spin, and an unpolarised beam has no mean spin to turn. With a polarised source and an object point on the axis, the transverse part of the polarisation, averaged around the cone, would be turned at the target by $\chi$ relative to its direction at the object plane, apart from terms of second order in the ray angle. If the polarisation also has a longitudinal part, an object point off the axis adds a shift proportional to its small distance from the axis. The numerical output below lists the main computed values, but not every estimate in this section.

\section*{Numbers as computed}
\begin{verbatim}
electron g factor (magnitude): 2.00231930
anomaly a = g/2 - 1: 0.00115965
peak field B0: 100 mT
field half-width L: 10 mm
object plane: -200 mm from lens centre
beam energy: 30 keV
  Lorentz factor: 1.05871
  p/e: 0.59258 mT m
  field integral, object to image: 2.40107 mT m
  image plane: 12.102 mm from lens centre
  magnification (size): 0.0784
  image rotation, traced rays: 116.0782 deg
  image rotation, integral: 116.0782 deg
  spin rotation, spin equation: 232.4255 deg
  spin / image rotation: 2.002319
beam energy: 100 keV
  Lorentz factor: 1.19570
  p/e: 1.11731 mT m
  field integral, object to image: 2.86756 mT m
  image plane: 43.879 mm from lens centre
  magnification (size): 0.2247
  image rotation, traced rays: 73.5241 deg
  image rotation, integral: 73.5241 deg
  spin rotation, spin equation: 147.2188 deg
  spin / image rotation: 2.002319
beam energy: 300 keV
  Lorentz factor: 1.58709
  p/e: 2.10066 mT m
  field integral, object to image: 3.05621 mT m
  image plane: 282.192 mm from lens centre
  magnification (size): 1.4101
  image rotation, traced rays: 41.6793 deg
  image rotation, integral: 41.6793 deg
  spin rotation, spin equation: 83.4553 deg
  spin / image rotation: 2.002319
Dirac ratio at 30 keV: 2.002319
Dirac ratio at 100 keV: 2.002319
Dirac ratio at 300 keV: 2.002319
Dirac ratio at 5000 keV: 2.002319
100 keV, spin minus twice image rotation: 0.1705 deg
100 keV, ratio if time dilation were left out: 2.3942
Neglected effects at 100 keV:
  5 mrad cone, largest spin tilt: 5.207 mrad
  5 mrad cone, largest azimuth shift: 0.0779 mrad
  5 mrad cone, polarisation loss: 7.42e-06
  10 mrad cone, largest spin tilt: 10.418 mrad
  10 mrad cone, largest azimuth shift: 0.3117 mrad
  10 mrad cone, polarisation loss: 2.97e-05
  1 eV energy change, spin angle shift: 0.0140 mrad
  deflector, beam deflection: 10.0002 mrad
  deflector, spin turn: 10.0140 mrad
  spin magnetic energy at B0: 5.795e-06 eV
\end{verbatim}
